# Angular-Momentum Content of a Plane Wave Inside an Augmentation Sphere

## Problem

In the projector augmented-wave (PAW) method, a smooth wave function $\tilde\psi$ is corrected inside a sphere around each atom:

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\,\langle\tilde p_i|\tilde\psi\rangle .$$

Here $\phi_i$ and $\tilde\phi_i$ are true and smooth partial waves, each with a definite angular momentum $l$, and $\tilde p_i$ are the projectors. In practice the sum stops at some $l=L$.

Take $\tilde\psi=e^{i\mathbf k\cdot\mathbf r}$ and a sphere of radius $r_c$ centred at the origin, with $k=1.0$ bohr$^{-1}$ and $r_c=2.0$ bohr, so that $x=kr_c=2$. What fraction of the norm of $\tilde\psi$ inside the sphere lies in $l>1$, in $l>2$ and in $l>3$?

"Norm" means the integral of $|\tilde\psi|^2$ over the sphere. Since $|\tilde\psi|=1$, the total is the volume $4\pi r_c^3/3$.

## Separating the angular momenta

Put the $z$ axis along $\mathbf k$. This costs no generality, because a rotation mixes different $m$ but not different $l$. With $u=\cos\theta$ and $t=kr$, the wave is $e^{itu}$. The Legendre polynomials $P_l(u)$ are complete on $[-1,1]$ and satisfy

$$\int_{-1}^{1}P_lP_{l'}\,du=\frac{2\,\delta_{ll'}}{2l+1}.$$

Define the spherical Bessel functions by

$$i^l j_l(t)=\frac12\int_{-1}^{1}e^{itu}P_l(u)\,du. \tag{1}$$

They are real: $P_l$ has the parity of $l$, so the integral keeps $\cos tu$ for even $l$ and $i\sin tu$ for odd $l$. Projecting on each $P_l$ gives

$$e^{itu}=\sum_{l=0}^{\infty}(2l+1)\,i^l j_l(t)\,P_l(u).$$

By orthogonality the norm has no cross terms. Channel $l$ contributes

$$2\pi\int_0^{r_c}r^2(2l+1)^2j_l(kr)^2\,\frac{2}{2l+1}\,dr=\frac{4\pi(2l+1)}{k^3}\int_0^x t^2j_l(t)^2\,dt .$$

Division by $4\pi r_c^3/3$ gives the fraction in channel $l$:

$$w_l=\frac{3(2l+1)}{x^3}\int_0^x t^2j_l(t)^2\,dt. \tag{2}$$

Completeness gives $\sum_l w_l=1$, so the fraction beyond $L$ is $T_L=1-\sum_{l\le L}w_l$. It depends on $k$ and $r_c$ through $x$ alone.

## First estimate by scaling

For small $t$, expand $e^{itu}=\sum_n(itu)^n/n!$ in (1). Since $P_l$ is orthogonal to all powers below $u^l$, the first surviving term has $n=l$. Its integral $M_l=\int_{-1}^1u^lP_l\,du$ follows from the relation

$$(2l+1)uP_l=(l+1)P_{l+1}+lP_{l-1}. \tag{3}$$

Write $u^lP_l=u^{l-1}(uP_l)$. The $P_{l+1}$ term integrates to zero against $u^{l-1}$, which leaves $M_l=\frac{l}{2l+1}M_{l-1}$. With $M_0=2$ this gives $M_l=2\,l!/(2l+1)!!$, where $(2l+1)!!=1\cdot3\cdots(2l+1)$. Hence

$$j_l(t)\approx\frac{t^l}{(2l+1)!!}.$$

Inserting this in (2), with $\int_0^xt^{2l+2}dt=x^{2l+3}/(2l+3)$, gives

$$w_l\approx B_l=\frac{3(2l+1)}{2l+3}\,\frac{x^{2l}}{[(2l+1)!!]^2}. \tag{4}$$

The ratio of successive terms is

$$\frac{B_{l+1}}{B_l}=\frac{x^2}{(2l+1)(2l+5)}.$$

At $x=2$ it is $4/45\approx0.09$ for $l=2$, and it falls further as $l$ grows. The first omitted channel should therefore dominate the tail, so $T_L\approx B_{L+1}$:

$$B_2=\frac{15}{7}\cdot\frac{16}{15^2}=0.152,\qquad B_3=\frac{21}{9}\cdot\frac{64}{105^2}=0.0135,$$

$$B_4=\frac{27}{11}\cdot\frac{256}{945^2}=0.00070 .$$

The estimate is thus about 15%, 1.4% and 0.07%. It rests on a small-$t$ form used up to $t=2$, so the exact integral is needed to judge it.

## Exact solution

**Recurrences.** Differentiate (1) with respect to $t$, which brings down $iu$, and use (3):

$$i^lj_l'=\frac{i}{2l+1}\left[(l+1)i^{l+1}j_{l+1}+l\,i^{l-1}j_{l-1}\right].$$

Dividing by $i^l$, with $i\cdot i=-1$ and $i\cdot i^{-1}=1$, gives

$$(2l+1)j_l'=l\,j_{l-1}-(l+1)j_{l+1}. \tag{5}$$

For a second relation use $(2l+1)P_l=P_{l+1}'-P_{l-1}'$ in (1) and integrate by parts. The boundary terms vanish because $P_{l+1}$ and $P_{l-1}$ are equal at $u=1$ and at $u=-1$. What remains is

$$(2l+1)i^lj_l=-it\left[i^{l+1}j_{l+1}-i^{l-1}j_{l-1}\right],$$

and division by $i^l$ gives

$$(2l+1)j_l=t\,(j_{l-1}+j_{l+1}). \tag{6}$$

Eliminating first $j_{l+1}$ and then $j_{l-1}$ between (5) and (6) yields

$$j_l'=j_{l-1}-\frac{l+1}{t}j_l,\qquad j_l'=\frac{l}{t}j_l-j_{l+1}. \tag{7}$$

The lowest functions are $j_0=\sin t/t$, directly from (1), and $j_1=-j_0'=\sin t/t^2-\cos t/t$, from (5) with $l=0$. Setting $j_{-1}=\cos t/t$ makes (6) and both forms of (7) hold at $l=0$. The second form also holds at $l=-1$, since $j_{-1}'=-\cos t/t^2-\sin t/t=-j_{-1}/t-j_0$.

**The radial integral.** Consider

$$F(t)=t^3\left[j_l^2-j_{l-1}j_{l+1}\right].$$

Use the second form of (7) for $j_{l-1}'$ and the first for $j_{l+1}'$:

$$j_{l-1}'=\frac{l-1}{t}j_{l-1}-j_l,\qquad j_{l+1}'=j_l-\frac{l+2}{t}j_{l+1}.$$

The product then has the derivative

$$(j_{l-1}j_{l+1})'=-\frac3t\,j_{l-1}j_{l+1}+j_l\,(j_{l-1}-j_{l+1}),$$

because $(l-1)-(l+2)=-3$. In $F'$ the term $-3t^2j_{l-1}j_{l+1}$ from differentiating $t^3$ is cancelled by $+3t^2j_{l-1}j_{l+1}$, so

$$F'=3t^2j_l^2+t^3j_l\left[2j_l'-j_{l-1}+j_{l+1}\right].$$

Adding the two forms of (7) gives $2j_l'=j_{l-1}-j_{l+1}-j_l/t$. The square bracket is therefore $-j_l/t$, and $F'=2t^2j_l^2$. Since $F(0)=0$, also for $l=0$, where $t^3j_{-1}j_1=t^2\cos t\,j_1\to0$, the integral in (2) is $F(x)/2$:

$$w_l=\frac32(2l+1)\left[j_l(x)^2-j_{l-1}(x)\,j_{l+1}(x)\right]. \tag{8}$$

**Numbers at $x=2$.** The Bessel values are

- $j_{-1}=-0.208073$, $j_0=0.454649$, $j_1=0.435398$
- $j_2=0.198448$, $j_3=0.060722$, $j_4=0.014079$

Equation (8) then gives

$$w_0=1.5\,(0.206705+0.090595)=0.44595,$$

$$w_1=4.5\,(0.189571-0.090224)=0.44706,$$

$$w_2=7.5\,(0.039382-0.026438)=0.09708,$$

$$w_3=10.5\,(0.003687-0.002794)=0.00938.$$

In $w_0$ the second term is positive because $j_{-1}(2)$ is negative. Subtracting from 1, with the six-decimal values of $w_l$, gives the answers:

$$T_1=1-0.445950-0.447062=0.10699\quad(10.7\%),$$

$$T_2=T_1-0.097075=0.00991\quad(0.99\%),$$

$$T_3=T_2-0.009378=0.000535\quad(0.0535\%).$$

The numerical check checks these fractions by projecting the plane wave numerically and integrating what is left over the sphere.

## Comparison of the two

| Part | Estimate | Exact | Ratio |
|---|---|---|---|
| $l>1$ | 0.152 | 0.107 | 1.42 |
| $l>2$ | 0.0135 | 0.0099 | 1.37 |
| $l>3$ | 0.000704 | 0.000535 | 1.32 |

The estimate gets the rapid fall right and is too large by 32 to 42% of the exact value. Two errors of opposite sign enter. Leaving out the higher channels lowers the estimate, while the small-$t$ form raises it. To see the latter, write the first form of (7) as $(t^{l+1}j_l)'=t^{l+1}j_{l-1}$ and integrate from zero. If $|j_{l-1}(s)|\le s^{l-1}/(2l-1)!!$, then

$$t^{l+1}|j_l(t)|\le\int_0^t\frac{s^{2l}}{(2l-1)!!}\,ds=\frac{t^{2l+1}}{(2l+1)!!}.$$

Starting from $|j_0|\le1$, this proves $|j_l(t)|\le t^l/(2l+1)!!$ for every $l$, and hence $w_l\le B_l$. For $l=2$ the numbers are $w_2=0.097$ against $B_2=0.152$, and this excess outweighs the omitted channels.

The estimate improves as $x\to0$. Its two approximations have different conditions. Neglecting the higher channels needs $x^2\ll(2l+1)(2l+5)$ at the first omitted $l$. The small-$t$ form needs more. Start from $j_0\approx1-t^2/6$ and suppose $j_{l-1}(s)\approx\frac{s^{l-1}}{(2l-1)!!}\left[1-\frac{s^2}{2(2l+1)}\right]$. Integrating $(t^{l+1}j_l)'=t^{l+1}j_{l-1}$ then gives $j_l\approx\frac{t^l}{(2l+1)!!}\left[1-\frac{t^2}{2(2l+3)}\right]$. Squaring gives the factor $1-t^2/(2l+3)$, and inserting it in (2) gives $w_l\approx B_l\left[1-\frac{x^2}{2l+5}\right]$. The estimate is therefore accurate only for $x^2\ll 2l+5$. At $x=2$ and $l=4$ this parameter is $4/13\approx0.31$, of the size of the error in the table. At small $x$ the tail grows as $T_L\approx B_{L+1}\propto x^{2L+2}$, so keeping the residual norm of a plane wave fixed in a larger sphere or at a shorter wavelength takes a larger $L$. This is a statement about the norm of one plane wave, not a rule for choosing $L$ in PAW; the last section says why.

## What the fractions mean for PAW

Let $g$ be any function in the sphere built from $l\le L$, and split $\tilde\psi=\tilde\psi_{\le}+\tilde\psi_{>}$ at $L$. The difference $\tilde\psi_\le-g$ is orthogonal to $\tilde\psi_>$, so

$$\|\tilde\psi-g\|^2=\|\tilde\psi_\le-g\|^2+\|\tilde\psi_>\|^2\ \ge\ \|\tilde\psi_>\|^2 .$$

Thus $T_L$ is the smallest residual fraction that a one-centre expansion of this plane wave can reach with $l\le L$, however many radial functions it has.

A poor radial set does worse. A least-squares fit with the single function $r^l$ in each channel leaves 0.130, 0.034 and 0.024 for $L=1$, 2 and 3. Subtracting $T_L$ isolates the radial error, which is between 0.023 and 0.024 in all three cases. Going from $L=2$ to $L=3$ therefore lowers the residual of this fit only from 0.034 to 0.024, while $T_L$ falls from 0.0099 to 0.0005: the remaining error is mostly radial, and more angular momenta cannot remove it.

The missing part also sits towards the edge of the sphere. The inner sphere of radius $r_c/2$ has one eighth of the volume and $x/2$ in place of $x$, so it holds the share $T_L(x/2)/[8\,T_L(x)]$ of the $l>L$ norm. This is 1.0%, 0.25% and 0.06% for $L=1$, 2 and 3. The cause is the factor $t^l$: the norm of the leading channel $l=L+1$ within radius $r$ grows roughly as $r^{2L+5}$.

The fractions belong to a single plane wave. An actual $\tilde\psi$ is a superposition, and its angular content about the atom is not fixed by $x$. With the same $k$ and $r_c$, the function $\cos kx_1-\cos kx_2$ of the Cartesian coordinates $x_1,x_2,x_3$ lies wholly in $l>1$: it is even under inversion, which removes $l=1$, and odd under $x_1\leftrightarrow x_2$, which removes $l=0$. The function $\cos kx_1+\cos kx_2+\cos kx_3$ has only 0.07% of its norm in $l>1$.

Finally, $T_L$ is not a fraction of the wave function that PAW loses. The components with $l>L$ remain in $\tilde\psi$; what they lack is the correction $\phi_i-\tilde\phi_i$. The size of that missing correction, and its effect on the energy, depend on how far the true and smooth partial waves differ for $l>L$, which the norm of a plane wave does not tell.

## Computed results

```
wave number k = 1.0 1/bohr
sphere radius r_c = 2.0 bohr
x = k r_c = 2.0 (dimensionless)
total squared norm in sphere = 33.5103 bohr^3
j_-1(x) = -0.20807342 (dimensionless)
j_0(x) = 0.45464871 (dimensionless)
j_1(x) = 0.43539777 (dimensionless)
j_2(x) = 0.19844795 (dimensionless)
j_3(x) = 0.06072210 (dimensionless)
j_4(x) = 0.01407939 (dimensionless)
j_5(x) = 0.00263517 (dimensionless)
fraction w_0 = 0.445950 (dimensionless)
fraction w_1 = 0.447062 (dimensionless)
fraction w_2 = 0.097075 (dimensionless)
fraction w_3 = 0.009378 (dimensionless)
fraction w_4 = 0.000516 (dimensionless)
upper bound on w_2 = 0.152381 (dimensionless)
upper bound on w_3 = 0.013545 (dimensionless)
upper bound on w_4 = 0.000704 (dimensionless)
sum of bounds, l = 4 to 15 = 0.000728 (dimensionless)
fraction in l > 1: 0.106988 = 10.6988 percent
fraction in l > 2: 0.009913 = 0.9913 percent
fraction in l > 3: 0.000535 = 0.0535 percent
share of l > 1 part inside r_c/2 = 1.0182 percent
share of l > 2 part inside r_c/2 = 0.2469 percent
share of l > 3 part inside r_c/2 = 0.0600 percent
residual of fit with one r^l per l <= 1 = 0.130422 (dimensionless)
residual of fit with one r^l per l <= 2 = 0.033634 (dimensionless)
residual of fit with one r^l per l <= 3 = 0.024267 (dimensionless)
```
